\section*{Standing-Wave Ripple of TM Light in a Transparent Resist}

\section{Two strong ripples with a constant sum}

Light of vacuum wavelength 193 nm (photon energy 6.42 eV) crosses a transparent resist of index 1.70 on bare silicon, at $45^\circ$ to the normal inside the resist. Its electric field lies in the plane of incidence. In units of the squared amplitude of the downward wave, the squared horizontal field is 1.442 at a height of 20 nm above the silicon and 0.052 at 60 nm. The squared vertical field is 0.051 at the first height and 1.441 at the second. Each component forms a deep standing wave, yet their sum is 1.493 at both heights. Light with its field perpendicular to the plane of incidence, at the same angle in the same film, has a standing wave of contrast 0.98.

The silicon reflects strongly in both cases, so the missing ripple is not due to a missing reflection. It follows from the directions of the two electric fields that interfere.

\section{Fields in the resist}

Let $z$ point down into the substrate, with $z=0$ at the bottom of the resist, so that the resist occupies $-d<z<0$. The plane of incidence is the $xz$ plane. All layers are flat, laterally uniform, isotropic and non-magnetic, and the resist has a real index $n$. The algebra uses atomic units of Gaussian type, in which $\mathbf E$ and $\mathbf B$ have the same dimension, with time factor $e^{-i\omega t}$ and $k_0=\omega/c$. For internal angle $\theta$,
\begin{equation}
k_x=nk_0\sin\theta,\qquad q=nk_0\cos\theta .
\label{eq:k}
\end{equation}

TM light has one magnetic component, $B_y$. In the resist it is the sum of a downward and an upward wave,
\begin{equation}
B_y=B_0\left(e^{iqz}-r\,e^{-iqz}\right)e^{ik_xx}.
\label{eq:B}
\end{equation}
The minus sign makes $r=|r|e^{i\delta}$ the reflection coefficient of the tangential electric field, as the next step shows. Without free currents, $\nabla\times\mathbf B=-ik_0n^2\mathbf E$. The $x$ component of the curl is $-\partial_zB_y$ and the $z$ component is $\partial_xB_y$, so
\begin{align}
E_x&=\frac{\partial_zB_y}{ik_0n^2}
=\frac{B_0\cos\theta}{n}\left(e^{iqz}+r\,e^{-iqz}\right)e^{ik_xx},
\label{eq:Ex}\\
E_z&=-\frac{k_xB_y}{k_0n^2}
=-\frac{B_0\sin\theta}{n}\left(e^{iqz}-r\,e^{-iqz}\right)e^{ik_xx}.
\label{eq:Ez}
\end{align}
The $z$ derivative reverses the sign of the upward term and the $x$ derivative does not. This is why the two components carry opposite signs of $r$.

For a uniform, thick substrate of permittivity $\varepsilon_s$, the field below $z=0$ is a single outgoing or decaying wave with vertical wavenumber $q_s=(\varepsilon_sk_0^2-k_x^2)^{1/2}$, $\mathrm{Im}\,q_s\ge0$. Define $a=q/n^2$ and $a_s=q_s/\varepsilon_s$. In such a wave $E_x=a_sB_y/k_0$. Continuity of $B_y$ and $E_x$ at $z=0$ then requires $a(1+r)=a_s(1-r)$, or
\begin{equation}
r=\frac{a_s-a}{a_s+a}.
\label{eq:r}
\end{equation}
If there are further layers under the resist, $r$ takes another value, but (\ref{eq:B})--(\ref{eq:Ez}) keep their form.

\section{The squared field}

Write $E_0=|B_0|/n$ for the amplitude of the downward wave and $\phi=2qz-\delta$. The squared moduli of the two brackets are
\begin{align}
\left|e^{iqz}\pm r e^{-iqz}\right|^2
&=1+|r|^2\pm2\,\mathrm{Re}\left(r^*e^{2iqz}\right)\nonumber\\
&=1+|r|^2\pm2|r|\cos\phi .
\label{eq:brackets}
\end{align}
Equations (\ref{eq:Ex}) and (\ref{eq:Ez}) therefore give
\begin{align}
|E_x|^2&=E_0^2\cos^2\theta\,(1+|r|^2+2|r|\cos\phi),
\label{eq:Ex2}\\
|E_z|^2&=E_0^2\sin^2\theta\,(1+|r|^2-2|r|\cos\phi).
\label{eq:Ez2}
\end{align}
In the sum, the constant terms have weight $\cos^2\theta+\sin^2\theta=1$ and the ripples have weight $\cos^2\theta-\sin^2\theta=\cos2\theta$:
\begin{equation}
|\mathbf E|^2=E_0^2\left[1+|r|^2+2|r|\cos2\theta\,\cos(2qz-\delta)\right].
\label{eq:main}
\end{equation}
Here $|\mathbf E|^2$ is the squared complex amplitude. The absorption rate of a weak isotropic absorber in the resist is proportional to it.

The factor $\cos2\theta$ is the scalar product of two unit vectors. By (\ref{eq:Ex}) and (\ref{eq:Ez}) the downward wave is polarized along $(\cos\theta,-\sin\theta)$ and the upward wave along $(\cos\theta,\sin\theta)$. At $45^\circ$ they are perpendicular, and the squared length of a sum of perpendicular vectors has no cross term, whatever their relative phase.

The ripple has the period $\pi/q=\lambda/(2n\cos\theta)$. A signed contrast, positive when the maxima of $|\mathbf E|^2$ coincide with those of $|E_x|^2$, is
\begin{equation}
C=\frac{2|r|}{1+|r|^2}\cos2\theta .
\label{eq:C}
\end{equation}
Past $45^\circ$ the vertical component dominates and $C$ is negative: the maxima then lie where the tangential field is weakest.

The proportionality to $\cos2\theta$ holds at fixed $|r|$. When the angle is changed on a given substrate, $r$ changes too. A form free of $r$ comes from the magnetic field. Equation (\ref{eq:B}) gives $|B_y|^2/n^2=E_0^2(1+|r|^2-2|r|\cos\phi)$, and eliminating $\cos\phi$ from (\ref{eq:main}) leaves
\begin{equation}
|\mathbf E|^2=2E_0^2(1+|r|^2)\cos^2\theta-\cos2\theta\,\frac{|B_y|^2}{n^2}.
\label{eq:ratio}
\end{equation}
The electric ripple is thus $-\cos2\theta$ times the magnetic one, for any flat stack below the resist.

For TE light both waves are polarized along $y$. The field is $E_0(e^{iqz}+r_{\rm TE}e^{-iqz})$ and the contrast is $2|r_{\rm TE}|/(1+|r_{\rm TE}|^2)$, with no further angular factor.

\subsection*{A second zero}

The TM ripple also vanishes where $r=0$. For a transparent substrate of index $n_s\ne n$ and refraction angle $\theta_s$, (\ref{eq:r}) requires $\cos\theta_s/n_s=\cos\theta/n$. Squaring, and using $\sin\theta_s=(n/n_s)\sin\theta$, gives
\begin{equation}
n^2-\frac{n^4}{n_s^2}\sin^2\theta=n_s^2-n_s^2\sin^2\theta .
\end{equation}
Hence $\sin^2\theta=n_s^2/(n^2+n_s^2)$, or $\tan\theta=n_s/n$, the Brewster condition. For $n_s=1.50$ under the resist of index 1.70 this angle is $41.4^\circ$. There the upward wave is absent; at $45^\circ$ it is present but perpendicular in polarization.

\section{Immersion lithography at 193 nm}

The lateral wavenumber is the same in all flat layers, so a ray of numerical aperture NA has $n\sin\theta=\mathrm{NA}$ and
\begin{equation}
\cos2\theta=1-2\,\mathrm{NA}^2/n^2 .
\label{eq:NA}
\end{equation}
The zero lies at $\mathrm{NA}=n/\sqrt2=1.70/1.414=1.202$. This exceeds 1 and cannot be reached from air, but it can be reached through water of index 1.44. At the zero the period is $193/(2\times1.70\times0.7071)=80.3$ nm, or 803 angstrom, so a film of 100 nm holds more than one period.

With a silicon index of $0.88+2.78i$, (\ref{eq:r}) gives $|r|=0.702$ and $\delta=-97.7^\circ$ at $45^\circ$. At a height of 20 nm, $2qz=-360^\circ\times20/80.28=-89.7^\circ$, so $\phi=8.0^\circ$ and
\begin{equation}
\frac{|E_x|^2}{E_0^2}=\tfrac12\left(1.493+2\times0.702\times0.990\right)=1.44 .
\end{equation}
The opposite sign gives 0.05 for the vertical component. These are the values quoted at the start.

At $\mathrm{NA}=0.60$, $|r|=0.7475$ and $\cos2\theta=0.751$, so (\ref{eq:C}) gives
\begin{equation}
C=\frac{2\times0.7475}{1+0.7475^2}\times0.751=0.720 .
\end{equation}
At $\mathrm{NA}=1.35$ the angle is $52.6^\circ$ and $C=-0.245$: the ripple has returned, reversed.

Between normal incidence and $45^\circ$, $|r|$ falls from 0.764 to 0.702. At fixed $E_0$ this lowers the prefactor $2|r|$ of the ripple by 8\%. The factor $2|r|/(1+|r|^2)$ in the contrast falls less, from 0.965 to 0.941, because its derivative $2(1-|r|^2)/(1+|r|^2)^2$ tends to zero as $|r|\to1$. On this substrate the contrast therefore follows $\cos2\theta$ closely: at $\mathrm{NA}=0.90$ it is $0.418/0.965=0.433$ of its value at normal incidence, while $\cos2\theta=0.439$.

\subsection*{Sensitivity near the zero}

The zero is a linear crossing. From (\ref{eq:NA}), at fixed $n$,
\begin{equation}
\frac{d\cos2\theta}{d\,\mathrm{NA}}=-\frac{4\,\mathrm{NA}}{n^2}
=-\frac{4\times1.202}{2.89}=-1.66 .
\end{equation}
A shift of 0.05 in NA changes $\cos2\theta$ by about 0.083, and the contrasts at $\mathrm{NA}=1.152$ and 1.252 are $+0.077$ and $-0.080$. If mutually incoherent TM waves fill this interval, their intensities add. Each stays within a fraction $|\cos2\theta|\le0.085$ of its constant term $E_0^2(1+|r|^2)$, and the sum stays within the same fraction of the sum of these terms. An index higher by 0.02 at fixed NA gives $\cos2\theta=0.023$.

\section{Where a variation survives at $45^\circ$}

\subsection*{Film thickness}

Reflection at the top of the resist does not alter (\ref{eq:main}), but it changes $E_0$. Let $B_{\rm in}$ be the magnetic amplitude arriving from the water, $t$ its transmission coefficient into the resist, and $r_t=(a_w-a)/(a_w+a)$ the internal reflection coefficient at the top, with $a_w$ defined for water as $a_s$ is for the substrate. At $z=-d$ the upward magnetic wave is $-rB_0e^{iqd}$. On reflection it is multiplied by $-r_t$, because the magnetic coefficient has the opposite sign to the tangential electric one. The downward wave there is therefore
\begin{equation}
B_0e^{-iqd}=tB_{\rm in}+r_tr\,B_0e^{iqd},
\end{equation}
which is solved by
\begin{equation}
B_0=\frac{tB_{\rm in}e^{iqd}}{1-r_tr\,e^{2iqd}} .
\label{eq:airy}
\end{equation}
As $d$ varies at fixed angle, $E_0^2$ runs between values proportional to $(1-|r_tr|)^{-2}$ and $(1+|r_tr|)^{-2}$. The contrast of this swing is
\begin{equation}
\frac{(1+|r_tr|)^2-(1-|r_tr|)^2}{(1+|r_tr|)^2+(1-|r_tr|)^2}
=\frac{2|r_tr|}{1+|r_tr|^2}.
\label{eq:swing}
\end{equation}
At $45^\circ$, $|r_t|=0.042$ and the swing contrast is $2\times0.042\times0.702=0.059$; the denominator differs from 1 by 0.1\%. The dose is uniform in depth, but its level depends on the thickness. Two things keep $r_t$ small. The indices of resist and water are close, so that even at normal incidence $|r_t|=(1.70-1.44)/(1.70+1.44)=0.083$. In addition, the internal Brewster angle against water, where $r_t=0$, is $\arctan(1.44/1.70)=40.3^\circ$, close to $45^\circ$. At this angle the second point matters more: the TE coefficient of the same interface, which has no Brewster zero, is 0.205 at $45^\circ$. The smallness is also local. Toward the critical angle $\arcsin(1.44/1.70)=57.9^\circ$ the reflection grows quickly, and at $\mathrm{NA}=1.35$ one finds $|r_t|=0.193$ and a swing contrast of 0.26.

\subsection*{Two coherent beams}

A line grating can be imaged by two coherent orders at $\pm\theta$. Take equal magnetic amplitudes. Reversing $k_x$ leaves $E_x$ unchanged and reverses $E_z$, so the sum has $E_x\propto2\cos k_xx$ and $E_z\propto2i\sin k_xx$. With (\ref{eq:brackets}),
\begin{align}
|\mathbf E|^2=4E_0^2\big[&\cos^2\theta\cos^2(k_xx)\,(1+|r|^2+2|r|\cos\phi)\nonumber\\
+&\sin^2\theta\sin^2(k_xx)\,(1+|r|^2-2|r|\cos\phi)\big].
\label{eq:two}
\end{align}
The lateral average replaces $\cos^2k_xx$ and $\sin^2k_xx$ by $\tfrac12$ and returns twice (\ref{eq:main}), so the averaged ripple still obeys the $\cos2\theta$ law. The local one does not. At $45^\circ$, (\ref{eq:two}) becomes
\begin{equation}
|\mathbf E|^2=2E_0^2\left[1+|r|^2+2|r|\cos\phi\,\cos(2k_xx)\right],
\label{eq:checker}
\end{equation}
a checkerboard in $x$ and $z$. At $x=0$ the vertical contrast is 0.94, the full value $2|r|/(1+|r|^2)$. The local ripple vanishes only on the lines where $\cos(2k_xx)=0$. The $45^\circ$ zero thus holds at every lateral position for a single TM plane wave or an incoherent sum of such waves at that angle; for two coherent beams with $r\ne0$ it holds in the lateral average but not point by point. It does not promise smooth sidewalls in a two-beam image.

Equation (\ref{eq:checker}) also shows that for $r=0$ the two-beam TM pattern has no lateral modulation at $45^\circ$. The two downward polarizations are then perpendicular to each other.

\subsection*{Absorption in the resist}

Let the index be $n+i\kappa$ with $\kappa\ll n$, so that $q=q'+iq''$ is complex while $k_x$ stays real. In (\ref{eq:Ex}) and (\ref{eq:Ez}) the weights $\cos^2\theta$ and $\sin^2\theta$ give way to $|q|^2$ and $k_x^2$, up to a common factor, and
\begin{align}
|\mathbf E|^2\propto{}&(|q|^2+k_x^2)\left(e^{-2q''z}+|r|^2e^{2q''z}\right)\nonumber\\
&+2|r|\,(|q|^2-k_x^2)\cos(2q'z-\delta).
\label{eq:abs}
\end{align}
At $k_x^2=n^2k_0^2/2$ we have $q^2/k_0^2=n^2/2-\kappa^2+2in\kappa$, hence
\begin{equation}
\frac{|q|^2}{k_0^2}=\left(\frac{n^4}{4}+3n^2\kappa^2+\kappa^4\right)^{1/2}
\simeq\frac{n^2}{2}+3\kappa^2 .
\end{equation}
The factor that replaces $\cos2\theta$ is, to leading order,
\begin{equation}
\frac{|q|^2-k_x^2}{|q|^2+k_x^2}\simeq\frac{3\kappa^2}{n^2}.
\label{eq:weight}
\end{equation}
For $\kappa=0.02$ this is $4.15\times10^{-4}$. A ripple weight extracted from a direct numerical integration of Maxwell's equations through the absorbing film agrees, at $4.15\times10^{-4}$.

The smooth decay is of first order in $\kappa$. The imaginary part of $q^2$ gives $q''\simeq\kappa k_0/\cos\theta$, so over 100 nm $2q''d=4\pi\times0.02\times100/(193\times0.7071)=0.184$. By (\ref{eq:abs}), with the ripple dropped and $|r|^2=0.493$, the ratio of $|\mathbf E|^2$ at the top to that at the bottom is
\begin{equation}
\frac{e^{0.184}+0.493\,e^{-0.184}}{1.493}=1.08 .
\end{equation}
The downward wave alone would give $e^{0.184}=1.20$; the upward wave, stronger near the silicon, offsets part of the fall. In this film absorption leaves the ripple near zero and replaces a uniform dose by one that is 8\% higher at the top.

\section{The model and a real resist stack}

The wavelength, the water and the aperture of 1.35 correspond to water-immersion lithography. The optical constants are rough typical values, and 100 nm is a plausible thickness. The third decimals quoted belong to these inputs only: a silicon index of $0.90+2.75i$ in place of $0.88+2.78i$ moves the constant sum at $45^\circ$ from 1.493 to 1.481 and $\delta$ from $-97.7^\circ$ to $-97.2^\circ$. Bare silicon is a simplification: an antireflective layer can be placed under the resist to weaken the upward wave. If such a layer lowered $|r|$ to 0.10, a value chosen for illustration, (\ref{eq:C}) at $\mathrm{NA}=1.35$ would give a TM contrast of magnitude $0.198\times0.261=0.05$ in place of 0.24. The position of the zero would not move, since it depends on $n$ and NA alone. Diffusion during the bake, interface roughness and optical anisotropy of the resist are left out, so the contrasts describe the optical field and not the developed profile. The main computed values are in the numerical output that follows.

\section*{Calculated quantities}
\begin{verbatim}
wavelength in vacuum: 193.0 nm
photon energy: 6.424 eV
resist index: 1.70; kappa: 0.020 (no unit)
water index: 1.44 (no unit)
silicon index: 0.88 + 2.78 i
resist thickness: 100.0 nm
NA for 45 degrees in resist: 1.2021 (no unit)
ripple period at 45 degrees: 80.28 nm
same period: 802.8 angstrom
NA | angle deg | |r| TM | cos2theta | signed C TM | C TE
0.0000 | 0.00 | 0.7642 | +1.0000 | +0.9649 | 0.9649
0.6000 | 20.67 | 0.7475 | +0.7509 | +0.7202 | 0.9703
0.9000 | 31.97 | 0.7272 | +0.4394 | +0.4180 | 0.9765
1.1521 | 42.66 | 0.7061 | +0.0815 | +0.0768 | 0.9831
1.2021 | 45.00 | 0.7021 | +0.0000 | +0.0000 | 0.9846
1.2521 | 47.44 | 0.6984 | -0.0849 | -0.0797 | 0.9860
1.3500 | 52.57 | 0.6932 | -0.2612 | -0.2446 | 0.9890
phase of r TM at 45 degrees: -97.66 deg
45 deg: height nm | Ex^2/E0^2 | Ez^2/E0^2 | sum
0 | 0.6529 | 0.8401 | 1.4930
20 | 1.4418 | 0.0512 | 1.4930
40 | 0.8477 | 0.6453 | 1.4930
60 | 0.0523 | 1.4407 | 1.4930
80 | 0.6378 | 0.8552 | 1.4930
100 | 1.4395 | 0.0534 | 1.4930
glass index for Brewster test: 1.50 (no unit)
internal Brewster angle on glass: 41.42 deg
two-beam contrast at x=0, 45 deg: 0.9406
two-beam lateral-average contrast: 3.6e-15
|r| at resist top, 45 deg: 0.0421
thickness-swing contrast, 45 deg: 0.0590
absorbing resist ripple weight: 4.149e-04
leading law 3 kappa^2/n^2: 4.152e-04
absorbing resist top/bottom E^2 ratio: 1.0803
assumed resist index error: 0.020 (no unit)
cos2theta after index error: +0.0231
\end{verbatim}
